\section*{Standing Waves on a Rashba Surface Measure Only the Mean Wave Number}

\section{The expected beat that is missing}

Spin-orbit coupling splits a surface band such as that of Au(111) into two circular contours of radii $k_1$ and $k_2$. If each contour were a separate electron gas, an impurity would send $\mathbf k$ to $-\mathbf k$ on each circle, and the charge density would oscillate as $\cos 2k_1r+\cos 2k_2r=2\cos[(k_1+k_2)r]\cos[(k_1-k_2)r]$. In model A below this means wave numbers $0.382$ and $0.343$~\AA$^{-1}$ and a node every $160$~\AA. No such beat exists in the leading $1/r$ wave. Whoever expects it misreads a single period as the absence of splitting.

\section{Model}

The surface state is taken as isotropic and parabolic, with spin-$\frac12$ spinors and elastic scattering:
\begin{equation}
H=C\,[k^2+2k_RN_{\mathbf k}],\quad N_{\mathbf k}=\sigma_xk_y-\sigma_yk_x,\quad C=\frac{\hbar^2}{2m},\quad k_R=\frac{\alpha}{2C}>0 .
\end{equation}
Energies are divided by $C$, and $z=E/C$ is counted from the band crossing at $k=0$. Since $\sigma_x$ and $\sigma_y$ anticommute, $N^2=k^2$, and the bands are $k^2\pm2k_Rk=(k\pm k_R)^2-k_R^2$, with bottom at $E=-E_R=-Ck_R^2$. Define
\begin{equation}
k_0=\sqrt{z+k_R^2},\qquad k_1=k_0+k_R,\qquad k_2=k_0-k_R .
\end{equation}
Here $k_0$ is the wave number of a spin-degenerate band of mass $m$ at the same energy above its bottom; $k_2$ is signed, and negative below the crossing. Then $k_1k_2=z$, $k_1+k_2=2k_0$, $k_1^2-k_2^2=4k_0k_R$ and $k_1^2+k_2^2=2z+4k_R^2$. The tip is assumed to measure the charge density of states $\rho(\mathbf r)=-\frac1\pi\,\mathrm{Im\,Tr}\,G(\mathbf r,\mathbf r)$.

\section{Counter-example: one point scatterer}

\subsection{Green function}

Because $(z-k^2-2k_RN)(z-k^2+2k_RN)=(z-k^2)^2-4k_R^2k^2=k^4-(k_1^2+k_2^2)k^2+k_1^2k_2^2$,
\begin{equation}
G(\mathbf k)=\frac{z-k^2+2k_RN}{(k^2-k_1^2)(k^2-k_2^2)} .
\end{equation}
In the scalar part the residue at $k^2=k_1^2$ is $(k_1k_2-k_1^2)/(k_1^2-k_2^2)=-k_1/2k_0$, and at $k^2=k_2^2$ it is $(k_1k_2-k_2^2)/(k_2^2-k_1^2)=-k_2/2k_0$. In the spin part $2k_R/(k_1^2-k_2^2)=1/2k_0$. Hence
\begin{equation}
G(\mathbf k)=-\frac1{2k_0}\sum_{j=1,2}\frac{k_j}{k^2-k_j^2}+\frac{N}{2k_0}\left[\frac1{k^2-k_1^2}-\frac1{k^2-k_2^2}\right].
\end{equation}
The transform of $1/(k^2-\kappa^2)$ solves $(-\nabla^2-\kappa^2)f=\delta(\mathbf r)$. For $\mathrm{Im}\,\kappa>0$ the decaying solution is $f=\frac i4H_0(\kappa r)$, with $H_\mu\equiv H^{(1)}_\mu$, normalized by $f\to-\frac1{2\pi}\ln r$. With $z\to z+i0$ both $k_j$ have a positive imaginary part, whatever the sign of $k_2$. The factor $N$ becomes $-i(\sigma_x\partial_y-\sigma_y\partial_x)$, which on a radial function gives $-inf'(r)$ with $n=(\sigma_xy-\sigma_yx)/r$ and $n^2=1$. Using $H_0'=-H_1$ and $(-i)(i/4)=1/4$,
\begin{align}
G(\mathbf r)&=g_0+g_1n,\nonumber\\
g_0&=-\frac{i}{8k_0}\,[k_1H_0(k_1r)+k_2H_0(k_2r)],\nonumber\\
g_1&=-\frac{1}{8k_0}\,[k_1H_1(k_1r)-k_2H_1(k_2r)].\label{G}
\end{align}
At the origin $kH_1(kr)\to-2i/\pi r$ cancels in the difference, so $g_1(0)=0$. The density of states per spin is $\nu=-\mathrm{Im}\,g_0(0)/\pi$. For $z>0$, $\mathrm{Re}\,H_0\to1$ gives $\nu=(k_1+k_2)/8\pi k_0=1/4\pi$, the degenerate value. For $z<0$ the identity $H_0(xe^{i\pi})=-H_0^{(2)}(x)$ gives $\nu=(k_1+|k_2|)/8\pi k_0=k_R/4\pi k_0$.

\subsection{Density around the scatterer}

A potential $V\delta(\mathbf r)$ has $1/t=1/V-g_0(0)$. The logarithmically divergent real part of $g_0(0)$ merges with $1/V$ into one real constant, while $\mathrm{Im}(1/t)=\pi\nu$ is fixed. Writing $1/t=-\pi\nu(\cot\delta-i)=-\pi\nu e^{-i\delta}/\sin\delta$ defines a phase shift, $t=-e^{i\delta}\sin\delta/\pi\nu$. Since $n(-\mathbf r)=-n(\mathbf r)$, the round trip is $G(\mathbf r)G(-\mathbf r)=(g_0+g_1n)(g_0-g_1n)=g_0^2-g_1^2\equiv F$. The trace gives $2$ and $\rho_0=2\nu$, so
\begin{equation}
\frac{\delta\rho}{\rho_0}=-\frac{\mathrm{Im}[tF]}{\pi\nu}=\frac{\sin\delta}{(\pi\nu)^2}\,\mathrm{Im}[e^{i\delta}F].\label{drho}
\end{equation}
Squaring (\ref{G}) with $x_j=k_jr$,
\begin{align}
F=-\frac1{64k_0^2}\Big\{&\sum_jk_j^2\,[H_0^2(x_j)+H_1^2(x_j)]\nonumber\\
&+2k_1k_2\,[H_0(x_1)H_0(x_2)-H_1(x_1)H_1(x_2)]\Big\}.
\end{align}
The expansion $H_\mu(x)=\sqrt{2/\pi x}\,e^{i(x-\mu\pi/2-\pi/4)}[1+i(4\mu^2-1)/8x+\dots]$ has brackets $1-i/8x$ and $1+3i/8x$ for $\mu=0,1$, and $H_1$ carries a relative factor $-i$, whose square is $-1$. With $e^{-i\pi/2}=-i$, the one-contour terms are
\begin{equation}
H_0^2+H_1^2=\frac{-2i}{\pi x}e^{2ix}\Big[\Big(1-\frac{i}{4x}\Big)-\Big(1+\frac{3i}{4x}\Big)\Big]=-\frac{2}{\pi x^2}e^{2ix},
\end{equation}
up to order $x^{-3}$: the $1/x$ parts cancel. In the mixed term they add, the bracket being $2+\frac i4(1/x_1+1/x_2)$ with prefactor $-2i\,e^{2ik_0r}/\pi r\sqrt{k_1k_2}$. With $1/k_1+1/k_2=2k_0/k_1k_2$,
\begin{equation}
F=\frac{i\sqrt{k_1k_2}}{8\pi k_0^2r}\Big[1+\frac{ik_0}{4k_1k_2r}\Big]e^{2ik_0r}+\frac{e^{2ik_1r}+e^{2ik_2r}}{32\pi k_0^2r^2}+O(r^{-3}).\label{F}
\end{equation}
For $z>0$, $(\pi\nu)^{-2}=16$, and with $\gamma=\sqrt{k_1k_2}/k_0=\sqrt{E/(E+E_R)}$,
\begin{align}
\frac{\delta\rho}{\rho_0}=&\;\gamma\,\frac{2\sin\delta}{\pi k_0r}\Big[\cos(2k_0r+\delta)-\frac{\sin(2k_0r+\delta)}{4\gamma^2k_0r}\Big]\nonumber\\
&+\frac{\sin\delta}{2\pi k_0^2r^2}\sum_j\sin(2k_jr+\delta).\label{far}
\end{align}
The $1/r$ wave has the single wave number $k_1+k_2=2k_0$ and, at equal $\delta$, differs from the case $\alpha=0$ by the factor $\gamma$. The wave numbers $2k_1$ and $2k_2$ are not absent: by (\ref{F}) each enters with relative size $1/(4\sqrt{|k_1k_2|}\,r)$.

\subsection{Numbers}

Model A takes $m=0.25\,m_e$, $\alpha=0.3$~eV\,\AA, $E+E_R=0.5$~eV and $\delta=60^\circ$. The first three are round values of the rough size found for the Au(111) state at the Fermi level. The model leaves out warping, nonparabolicity, scattering into bulk states, finite lifetime and the tip. With $C=15.24$~eV\,\AA$^2$,
\begin{align}
k_R&=0.3/(2\times15.24)=0.00984~\text{\AA}^{-1}, & E_R&=1.48~\text{meV},\nonumber\\
k_0&=\sqrt{0.5/15.24}=0.18113~\text{\AA}^{-1}, & 2\alpha k_0&=109~\text{meV},\nonumber\\
k_1&=0.19097~\text{\AA}^{-1}, & k_2&=0.17129~\text{\AA}^{-1}.\nonumber
\end{align}
Thus $q=0.19097+0.17129=0.36226$~\AA$^{-1}$, a period $\pi/k_0=17.34$~\AA\ $=1.734$~nm, and $\gamma=\sqrt{0.49852/0.5}=0.9985$. A least-squares fit of the unexpanded expression (\ref{drho}) at large $r$ gives a $1/r$ amplitude of $3.039$~\AA\ at $2k_0$, which is $0.9985$ times the degenerate $3.044$~\AA. The $1/r$ amplitudes at $2k_1$ and $2k_2$ are below $10^{-11}$~\AA, and the $1/r^2$ amplitudes are $4.20$~\AA$^2$ each, so at $100$~\AA\ each term is $(4.20/100)/3.039=0.014$ of the main one. A splitting of $109$~meV is thus nearly invisible: between $20$ and $300$~\AA\ the split and degenerate densities differ by at most $0.0016$, or $1.2\%$ of the largest $|\delta\rho/\rho_0|=0.131$, which lies near the inner end of the range. Measured against the local $1/r$ envelope the difference is larger: by (\ref{far}) the change of the last sum relative to $3.04~\text{\AA}/r$ is bounded by $2\times4.20~\text{\AA}^2\,[1-\cos2k_Rr]/(3.04~\text{\AA}\times r)$, which peaks at about $4\%$ near $118$~\AA.

At $100$~\AA\ the values are $0.02799$ (split) and $0.02754$ (degenerate), so the split band lies higher although $\gamma<1$. Equation (\ref{far}) accounts for this. The last sum equals $2\sin(2k_0r+\delta)\cos2k_Rr$, so its change from $\alpha=0$ is $2\times4.20\times10^{-4}\times\sin(37.27)\times[\cos(1.969)-1]\approx+0.00048$. The factor $\gamma$ contributes $-0.0015\times0.0277\approx-0.00004$. The sum, $0.00044$, compares with the difference $0.00045$.

A hard disc of radius $3$~\AA, solved by partial waves without using (\ref{G}), has $92$ zeros of $\delta\rho$ between $200$ and $1000$~\AA; their mean spacing $\pi/q$ gives $q=0.36224$~\AA$^{-1}$.

\section{The general statement}

\textbf{Statement.} Let a scatterer of arbitrary strength and spin structure lie within $|\mathbf r'|<a$, and let $z\ne0$, $z>-k_R^2$. For $r\gg a$, $k_1a^2$, $1/|k_2|$:
(i) the $1/r$ term of the charge density oscillates in $r$ with no wave number other than $q=k_1+k_2=2\sqrt{(E+E_R)/C}$, which is the sum of the contour radii above the crossing and their difference $k_1-|k_2|$ below;
(ii) if the scatterer is time-reversal invariant, the amplitudes for backscattering within one contour, from $-k_j\hat{\mathbf r}$ to $+k_j\hat{\mathbf r}$, are themselves zero. The spin density then vanishes at every $r$, at $2k_0$ as well, because the two states of each Kramers pair $\psi$, $\Theta\psi$ carry opposite spin density; a spin standing wave needs a scatterer that breaks time reversal.

By (i), $E=C(q/2)^2-E_R$: the curve $q(E)$ yields the mass and the position of the band bottom, and a degenerate band with the same two values gives the same curve.

\textbf{Proof of (i).} At leading order $H_1=-iH_0$, so with $h_j=k_jH_0(k_jR)$ equation (\ref{G}) gives $g_1=-\frac{i}{8k_0}(-h_1+h_2)$ and
\begin{equation}
G(\mathbf R)\to-\frac{i}{4k_0}\sqrt{\frac2{\pi R}}\,e^{-i\pi/4}\sum_j\sqrt{k_j}\,e^{ik_jR}P_j(\hat{\mathbf R}),\label{Gfar}
\end{equation}
where $P_1=\frac12(1-n)$ and $P_2=\frac12(1+n)$. These project on the spinors of the eigenstates with wave vectors $k_j\hat{\mathbf R}$: there $N=k_jn$, and the energies $k_1^2-2k_Rk_1$ and $k_2^2+2k_Rk_2$ both equal $k_1k_2=z$. Their radial velocities $2(k_1-k_R)$ and $2(k_2+k_R)$ both equal $2k_0>0$, so for $k_2<0$ the outward-moving state has an inward wave vector. Reversing $\hat{\mathbf R}$ reverses $n$:
\begin{equation}
P_1(-\hat{\mathbf R})=P_2(\hat{\mathbf R}),\qquad P_2(-\hat{\mathbf R})=P_1(\hat{\mathbf R}).\label{flip}
\end{equation}
The change of density is $-\frac1\pi\mathrm{Im}\iint\mathrm{Tr}[G(\mathbf r-\mathbf r')T(\mathbf r',\mathbf r'')G(\mathbf r''-\mathbf r)]$. In it $|\mathbf r-\mathbf r'|=r-\hat{\mathbf r}\cdot\mathbf r'+O(a^2/r)$, and the directions are $\pm\hat{\mathbf r}$ up to $O(a/r)$. The prefactors multiply to $(-i/4k_0)^2(2/\pi r)(-i)=i/8\pi k_0^2r$, so
\begin{equation}
\delta\rho\to-\frac1\pi\mathrm{Im}\,\frac{i}{8\pi k_0^2r}\sum_{jl}\sqrt{k_j}\sqrt{k_l}\,e^{i(k_j+k_l)r}\,\mathrm{Tr}[P_j(\hat{\mathbf r})T_{jl}P_l(-\hat{\mathbf r})],\label{gen}
\end{equation}
with the $2\times2$ matrix $T_{jl}=\iint e^{-ik_j\hat{\mathbf r}\cdot\mathbf r'}T\,e^{-ik_l\hat{\mathbf r}\cdot\mathbf r''}=\langle k_j\hat{\mathbf r}|T|{-k_l}\hat{\mathbf r}\rangle$. Cyclic order brings $P_l(-\hat{\mathbf r})P_j(\hat{\mathbf r})$ together. For $j=l$ this is $P_2P_1$ or $P_1P_2$ by (\ref{flip}), which vanishes; for $j\ne l$ it is $P_j$, and the phase is $e^{2ik_0r}$. No property of $T$ was used: the incoming and returning waves of one contour have orthogonal spinors at the tip and do not interfere in the charge density. For $T_{jl}=t$ the two mixed terms reproduce $2tF$ of (\ref{F}).

\textbf{Proof of (ii).} A spin component inserts $\sigma_a$ into the trace of (\ref{gen}) between the two projectors, so the argument above fails. But the projectors have rank one, and $P_j(\hat{\mathbf r})T_{jj}P_j(-\hat{\mathbf r})$ is proportional to the amplitude from the state $\psi$ at $-k_j\hat{\mathbf r}$ to the state at $+k_j\hat{\mathbf r}$ on the same contour. The latter is $\Theta\psi$ up to a phase, with $\Theta=i\sigma_yK$ ($K$ is complex conjugation), because $\Theta$ reverses $\mathbf k$ and $\boldsymbol\sigma$. If $H$ and $V$ commute with $\Theta$, then $T(z)=V+V(z-H-V)^{-1}V$ obeys $\Theta T(z)=T(z^*)\Theta=T^\dagger\Theta$. With $\langle a|b\rangle=\langle\Theta b|\Theta a\rangle$ and $\Theta^2=-1$,
\begin{equation}
\langle\Theta\psi|T\psi\rangle=\langle\Theta T\psi|\Theta^2\psi\rangle=-\langle T^\dagger\Theta\psi|\psi\rangle=-\langle\Theta\psi|T\psi\rangle=0 .
\end{equation}

The two zeros are distinct. For a cluster of three point scatterers with full multiple scattering ($k_0=1$, $k_R=0.3$, dimensionless), the same-contour backscattering amplitudes are of order $10^{-15}$ when the scatterers are nonmagnetic, against $6.94$ between contours. For magnetic scatterers they are $1.17$ and $0.74$, and the $1/r$ charge amplitudes at $2k_1$, $2k_2$ stay below $10^{-12}$ all the same, against $0.236$ at $2k_0$.

\textbf{Straight steps.} For a scalar $V(x)$ and $k_y=0$, $H/C=(k_x-k_R\sigma_y)^2-k_R^2+V$. With $U=e^{ik_Rx\sigma_y}$ and $k_x=-i\partial_x$ one has $(k_x-k_R\sigma_y)U=Uk_x$, hence $U^\dagger HU/C=k_x^2+V-k_R^2$. As $U$ is unitary at each $x$, the charge density in this channel is exactly that of the degenerate band shifted by $-E_R$, at every distance. Oblique incidence is not covered.

\section{Where the splitting does show}

\textbf{Amplitude, and the region below the crossing.} Statement (i) fixes the wave number, not the amplitude. Model B has $\alpha=3$~eV\,\AA\ and otherwise the parameters of A, so $k_R=0.0984$~\AA$^{-1}$ and $E_R=148$~meV. At $0.5$~eV above the bottom, $0.27956+0.08271$ again gives $q=0.3623$~\AA$^{-1}$, but $\gamma=\sqrt{0.35236/0.5}=0.839$ lowers the amplitude to $2.555$~\AA. Separating $\gamma$ from $\sin\delta$ requires knowing $\delta$, for instance from the phase in (\ref{far}). This holds only for an elastic point scatterer compared at equal $\delta$: a hard disc of fixed radius $3$~\AA\ has in model B an amplitude $0.939$ times its degenerate value, not $0.839$, and with scattering into bulk states the phase no longer fixes the amplitude. Model B also keeps the isotropic parabolic band, which real surfaces with so large an $\alpha$ need not follow. Below the crossing $\arg k_2=\pi$, so $\sqrt{k_1k_2}=i\sqrt{|k_1k_2|}$ in (\ref{F}), and $(\pi\nu)^{-2}=16k_0^2/k_R^2$ in (\ref{drho}):
\begin{equation}
\frac{\delta\rho}{\rho_0}\to-\frac{2\sin\delta\,\sqrt{|k_1k_2|}}{\pi k_R^2\,r}\sin(2k_0r+\delta).
\end{equation}
At $0.05$~eV above the bottom, $q=0.15570-0.04115=0.1146$~\AA$^{-1}=2k_0$, the amplitude is $4.56$~\AA\ against the degenerate $9.63$~\AA, and the background density is $k_R/k_0=1.72$ times the degenerate one. As $z\to0$ the $1/r$ amplitude vanishes with $\sqrt{|k_1k_2|}$ and the condition $|k_2|r\gg1$ fails at any fixed $r$.

\textbf{Spin density of a magnetic scatterer.} Take $t_0+t_z\sigma_z$. The $t_0$ part of $\mathrm{Tr}[\sigma_zGtG]$ is $t_0F\,\mathrm{Tr}\,\sigma_z=0$. Since $\sigma_zn\sigma_z=-n$, the $t_z$ part is $t_z\mathrm{Tr}(g_0-g_1n)^2=2t_z(g_0^2+g_1^2)$. The sign change of $g_1^2$ relative to $F$ makes the mixed term cancel at order $1/r$ and leaves $H_0^2-H_1^2\to-4ie^{2ix}/\pi x$, so $g_0^2+g_1^2\to i\sum_jk_je^{2ik_jr}/16\pi k_0^2r$. For $z>0$ and phase shifts $\pm\delta$, $t_z=\frac12(-4\sin\delta)(e^{i\delta}+e^{-i\delta})=-2\sin2\delta$, and
\begin{equation}
\frac{m_z}{\rho_0}=-4\,\mathrm{Im}[t_z(g_0^2+g_1^2)]\to\frac{\sin2\delta}{2\pi k_0^2r}\,[k_1\cos2k_1r+k_2\cos2k_2r].
\end{equation}
The beat appears here. In model A the amplitudes are $0.802$ and $0.720$~\AA, and the envelope minima are $\pi/2k_R=160$~\AA\ apart; they are not full nodes because $k_1\ne k_2$.

\textbf{Closed loops.} For $z>0$ write $\sqrt{k_{1,2}}\,e^{ik_{1,2}R}=(k_1k_2)^{1/4}e^{ik_0R}e^{\pm i\theta}$ with $\theta=k_RR-\frac i4\ln(k_1/k_2)$. Then $e^{i\theta}P_1+e^{-i\theta}P_2=\cos\theta-in\sin\theta=e^{-i\theta n}$. The degenerate function $g=-\frac i4H_0(k_0R)$ has $1/\sqrt{k_0}$ where (\ref{Gfar}) has $(k_1k_2)^{1/4}/k_0$, so
\begin{equation}
G(\mathbf R)\to\sqrt\gamma\,g(R)\,e^{-i\theta n(\hat{\mathbf R})} .
\end{equation}
For $k_R\ll k_0$ this is a spin rotation by $2k_RR$. A retraced leg gives $e^{-i\theta n}e^{+i\theta n}=1$, leaving the $\gamma$ of (\ref{far}). A path from the tip to scatterer A, to B and back need not retrace. For an equilateral triangle of side $L$, with $c=\cos\theta$, $s=\sin\theta$, expand $\frac12\mathrm{Tr}\prod_i(c-isn_i)$. The linear terms are traceless. The pair terms give $-cs^2\sum_{i<j}\frac12\mathrm{Tr}\,n_in_j$, with $\frac12\mathrm{Tr}\,n_in_j=\cos120^\circ=-\frac12$ for three pairs. The triple product is traceless, because $n_1n_2$ contains $1$ and $\sigma_z$ while $n_3$ contains $\sigma_x$ and $\sigma_y$. Therefore
\begin{equation}
\frac{\frac12\mathrm{Tr}\,G_1G_2G_3}{g^3}\to\gamma^{3/2}\Big(c^3+\frac32cs^2\Big)=\gamma^{3/2}\,\frac{c\,(3-c^2)}2 .
\end{equation}
In model A with $L=100$~\AA, $k_RL=0.984$ and this is $0.744+0.024i$. The unexpanded functions (\ref{G}) give $0.743+0.055i$; the difference of $0.03$ is of the order $1/k_0L=1/18.1$ of the dropped Hankel terms. At this $L$ the modulus of the complex loop amplitude is thus reduced by about a quarter relative to the degenerate band, with nonmagnetic scatterers and an unpolarized tip. Its share of the charge density is an imaginary part and so depends also on the phase of $t_At_Bg^3$. In model A the effect on the density is small. With $\delta=60^\circ$ on both scatterers and to lowest order in each $t$, the two loop directions contribute $0.008$ to $\delta\rho/\rho_0$ for the degenerate band at $L=100$~\AA, against $0.055$ from the two direct terms. For $L$ between $90$ and $110$~\AA\ the splitting changes the loop part by at most $0.003$, about $4\%$ of the largest direct signal $0.066$ and comparable to the change of at most $0.0024$ in the direct terms themselves. This geometry has the tip at a distance comparable to the size of the scattering region, outside the condition $r\gg a$.

The numerical check printed below tests (\ref{G}) by quadrature on both sides of the crossing, (\ref{drho}) against partial waves of a small hard disc, the far-field amplitudes, both zeros, the step mapping and the loop factor.

\section*{Numbers as computed}
\begin{verbatim}
cluster test, k0 = 1, kR = 0.3 (dimensionless)
nonmagnetic: |T| back k1->k1 8.95e-16, k2->k2 1.11e-15, k1->k2 6.9371
nonmagnetic: charge 1/r amplitude 2k0 0.6716, max of 2k1,2k2 3.0e-13
magnetic: |T| back k1->k1 1.17e+00, k2->k2 7.36e-01, k1->k2 3.1579
magnetic: charge 1/r amplitude 2k0 0.2364, max of 2k1,2k2 2.0e-13
m/me = 0.25, delta = 60 deg, hbar^2/2m = 15.2399 eV A^2
model A: alpha = 0.3 eV A, energy above bottom = 0.5 eV
 kR = 0.00984 1/A, ER = 1.476 meV, E from crossing = 0.49852 eV
 k0 = 0.18113, k1 = 0.19097, k2 = 0.17129 1/A
 q = k1+k2 = 0.36226, 2k1 = 0.38195, 2|k2| = 0.34258 1/A
 period pi/k0 = 17.344 A = 1.7344 nm
 sqrt|k1k2|/k0 = 0.99852, DOS / degenerate DOS = 1.0000
 fitted 1/r amplitude 2k0 = 3.0393 A, degenerate = 3.0438 A
 fitted 1/r amplitude 2k1 = 5.8e-12 A, 2k2 = 3.9e-12 A
 fitted 1/r^2 amplitude 2k1 = 4.201 A^2, 2k2 = 4.201 A^2
 ratio of each 2ks term to 2k0 term at 100 A = 0.0138
 splitting at k0: 2 alpha k0 = 108.7 meV, k1-k2 = 0.01969 1/A
 hard disc 3 A: 92 zeros in 200-1000 A, q = 0.36224 1/A
 drho at 100 A: Rashba 0.02799, degenerate 0.02754, far field 0.02768
 20-300 A: max|drho| = 0.1308, max|difference| = 0.00160
 mz 1/r amplitude (+-delta): 2k1 0.8023, 2k2 0.7196, 2k0 2.3e-12 A
 spin beat node spacing pi/2kR = 159.6 A
 loop L = 100 A: kR L = 0.9843, k0 L = 18.11
 loop factor exact 0.7428+0.0553i, far field 0.7444+0.0235i
model B: alpha = 3.0 eV A, energy above bottom = 0.5 eV
 kR = 0.09843 1/A, ER = 147.638 meV, E from crossing = 0.35236 eV
 k0 = 0.18113, k1 = 0.27956, k2 = 0.08271 1/A
 q = k1+k2 = 0.36226, 2k1 = 0.55911, 2|k2| = 0.16541 1/A
 period pi/k0 = 17.344 A = 1.7344 nm
 sqrt|k1k2|/k0 = 0.83948, DOS / degenerate DOS = 1.0000
 fitted 1/r amplitude 2k0 = 2.5552 A, degenerate = 3.0438 A
 fitted 1/r amplitude 2k1 = 7.0e-13 A, 2k2 = 7.8e-13 A
 fitted 1/r^2 amplitude 2k1 = 4.201 A^2, 2k2 = 4.201 A^2
 ratio of each 2ks term to 2k0 term at 100 A = 0.0164
model B: alpha = 3.0 eV A, energy above bottom = 0.05 eV
 kR = 0.09843 1/A, ER = 147.638 meV, E from crossing = -0.09764 eV
 k0 = 0.05728, k1 = 0.15570, k2 = -0.04115 1/A
 q = k1+k2 = 0.11456, 2k1 = 0.31141, 2|k2| = 0.08229 1/A
 period pi/k0 = 54.847 A = 5.4847 nm
 sqrt|k1k2|/k0 = 1.39742, DOS / degenerate DOS = 1.7184
 fitted 1/r amplitude 2k0 = 4.5553 A, degenerate = 9.6254 A
 fitted 1/r amplitude 2k1 = 5.5e-12 A, 2k2 = 1.5e-11 A
 fitted 1/r^2 amplitude 2k1 = 14.228 A^2, 2k2 = 14.228 A^2
 ratio of each 2ks term to 2k0 term at 100 A = 0.0312
\end{verbatim}
